Why AgCl has its valence maximum at L

**Question.** Silver chloride has the rocksalt structure, in which every ion sits at a centre of inversion. Why is its highest valence state at L, while its lowest conduction state is at Γ?

**Answer.** The filled Ag 4d and Cl 3p levels lie close in energy, so a coupling between them readily pushes the upper level up. Inversion forbids this coupling at some points of the zone, Γ among them, and allows it at L.

Put an Ag ion at the origin and Cl ions at R = (a/2)(n₁,n₂,n₃), with n₁+n₂+n₃ odd. The orbitals are taken as orthogonal and the electrons as independent. A Bloch sum gives the Cl p orbital at R the phase exp(ik·R), so its coupling to the d orbital d_a at the origin is

T_ai(k) = Σ_R exp(ik·R) t_ai(R), t_ai(R) = ⟨d_a,0|H|p_i,R⟩.

Inversion about the Ag ion leaves d_a unchanged and turns p_i at R into −p_i at −R. Since H is unchanged, t_ai(−R) = −t_ai(R). Pairing R with −R gives

T_ai(k) = i Σ_R sin(k·R) t_ai(R).

This holds for hopping of any range.

- At Γ, k = 0 and every sine vanishes.
- At X, k = (2π/a)(1,0,0), so k·R = πn₁ and every sine vanishes again.
- At L, k = (π/a)(1,1,1), so k·R is an odd multiple of π/2 and every sine is ±1.

Inversion is still a symmetry at L. What has changed is the parity of the p Bloch sum: its phases at R and −R are opposite, which cancels the odd parity of the p orbital and makes the sum even, like d.

Integrals over real-space orbitals test this rule. For kinetic-energy integrals between Gaussian d and p orbitals, summed over several Cl shells, the coupling at Γ and X is zero to rounding, below 10⁻¹⁶ of that at L. Moving the Ag ion by 0.010 nm removes the inversion centre, and the coupling at Γ becomes 0.107 of the undisplaced coupling at L. That fraction depends on the widths chosen for the Gaussians; what matters for the rule is that it is no longer zero.

**How strong is the repulsion?**

Keep the six nearest Cl neighbours and write s_i = sin(k_i a/2). Let Vσ and Vπ be the p-d hoppings along and across the bond, defined for a bond running from p to d. Let e_x, e_y, e_z be the normalized d orbitals 3x²−r², 3y²−r², 3z²−r². These three functions sum to zero and are equivalent by symmetry, so e_i·e_j = −1/2 for i ≠ j.

For p_x, the neighbours at ±x contribute through Vσ, and those at ±y and ±z through Vπ:

T p_x = −2i [Vσ s_x e_x + Vπ (s_y d_xy + s_z d_zx)].

The minus sign arises because the bond from a Cl at +x to the Ag points along −x. The other two p orbitals follow by cyclic exchange. The scalar products of these vectors form the matrix M = T†T:

M_xx = 4Vσ² s_x² + 4Vπ² (s_y² + s_z²)
M_xy = (4Vπ² − 2Vσ²) s_x s_y.

In M_xy the −2Vσ² comes from e_x·e_y = −1/2, and the 4Vπ² from the shared orbital d_xy.

At L all s_i = 1. The diagonal elements are A = 4Vσ²+8Vπ² and the off-diagonal ones are B = 4Vπ²−2Vσ². The eigenvalues are

λ = A − B = 6Vσ² + 4Vπ² (doublet)
λ = A + 2B = 16Vπ² (singlet).

The doublet consists of the p combinations orthogonal to (1,1,1). It has the larger λ if |Vπ| < |Vσ|/√2.

Now let the p combination have energy E_p and all d orbitals energy E_d. The amplitudes obey

(E − E_p) c_p = T†c_d, (E − E_d) c_d = T c_p.

Substituting c_d from the second equation into the first gives (E−E_p)(E−E_d) = λ, so

E± = (E_p + E_d)/2 ± R, R = √[((E_p − E_d)/2)² + λ].

Both levels are filled, and the upper one rises with λ.

**Why L, and not some other point where mixing is allowed?**

Permission alone does not settle this, since mixing is also allowed at general k. Consider first the p-d bands without Cl–Cl hopping. For a fixed unit vector v of p amplitudes, T(s)v is linear in s, so |T(s)v|² is a convex function of s. The largest eigenvalue of M is the maximum of |T(s)v|² over v, and a maximum of convex functions is convex. On the cube |s_i| ≤ 1 it therefore cannot exceed its largest corner value. The corners s_i = ±1 are the L points, and they are equivalent, because changing the sign of one s_i only changes the sign of one p orbital.

Could another point tie with them? A convex function that reaches its maximum inside an edge, a face or the cube is constant over that whole edge, face or cube, so some edge midpoint would also have to tie. Take s = (1,1,0), the point S = (π/a)(1,1,0) on the Γ–K line. There the eigenvalues of M are

6Vσ², 2Vσ² + 8Vπ², 8Vπ².

All three lie below 6Vσ²+4Vπ² when 0 < |Vπ| < |Vσ|/√2. Under that condition the maximum is at L alone. If Vπ = 0, the maximum is degenerate along the edge from L to S. The σ coupling thus supplies most of the push, and the weaker π coupling selects L on that edge.

**What opposes it?**

Hopping between Cl ions has its own preference. Let σ and π denote the p-p hoppings to the twelve nearest Cl neighbours. At Γ all phases are 1. For p_x, eight neighbours contribute (σ+π)/2 each and four contribute π:

E_Γ = E_p + 4σ + 8π.

At L, neighbours in the xy plane displaced by (1,1,0) or (−1,−1,0) have phase −1, and those displaced by (1,−1,0) or (−1,1,0) have phase +1. The diagonal terms cancel. The p_x–p_y hopping is +(σ−π)/2 for the first pair and −(σ−π)/2 for the second, so all four terms add to −2(σ−π). The other planes behave alike, and the doublet lies at

E_pL = E_p + 2(σ − π).

This matrix and M have the same eigenvectors at L, so the two-level formula still holds with E_pL in place of E_p. When E_Γ lies above both E_pL and E_d, the product (E−E_pL)(E−E_d) increases with E from E_Γ upwards. The L doublet therefore lies above Γ if

λ > (E_Γ − E_pL)(E_Γ − E_d).

**Why is the conduction minimum at Γ?**

In the model the conduction band comes mainly from Ag 5s. With c_i = cos(k_i a/2) and Ag–Ag hopping V_s < 0, the diagonal s energy is

E_s + 4V_s (c_x c_y + c_y c_z + c_z c_x) ≥ E_s + 12V_s,

because the bracket is at most c_x²+c_y²+c_z² ≤ 3. The highest eigenvalue of a Hermitian matrix is never below a diagonal element, so in this model the conduction band lies nowhere below E_s+12V_s. It has that energy at Γ, where the even s state cannot mix with odd p. At L the s orbital couples to the p combination (1,1,1), which is orthogonal to the doublet, so the valence maximum is unaffected.

**What numbers result?**

Take round model parameters in the regime of AgCl:

- levels: E_s = 7.5, E_d = −1.0, E_p = 0 eV
- p-d hopping: Vσ = −1.0, Vπ = 0.4 eV
- Cl–Cl hopping: σ = 0.20, π = −0.02 eV
- Ag s hopping: 1.0 eV to Cl p, V_s = −0.15 eV to Ag s

Then

λ = 6(1.0)² + 4(0.4)² = 6.64 eV²
E_Γ = 4(0.20) + 8(−0.02) = 0.64 eV
E_pL = 2(0.20 + 0.02) = 0.44 eV
R = √(0.72² + 6.64) = 2.676 eV
E₊(L) = (0.44 − 1.00)/2 + 2.676 = 2.396 eV.

Cl–Cl hopping puts L 0.20 eV below Γ; p-d repulsion lifts it by 1.956 eV. The net result is L above Γ by 1.756 eV. The threshold is 0.20 × 1.64 = 0.328 eV², so L passes Γ once both p-d hoppings exceed √(0.328/6.64) = 0.222 of their chosen values. This compares only L with Γ. Just above the threshold the highest valence state still lies elsewhere in the zone; at 0.4 of the chosen values it is at L.

The character of the state follows from c_d = T c_p/(E₊−E_d). Its d weight is

w_d = λ/[λ + (E₊ − E_d)²] = 6.64/(6.64 + 3.396²) = 0.365.

The p-d bond energy is 2λ(1−w_d)/(E₊−E_d) = +2.48 eV. The positive sign identifies the state as antibonding. Its bonding partner lies at −2.956 eV.

The closest rival considered here is S. The p combination (1,−1,0) also starts from 0.44 eV there, but λ is 6.00 eV², which gives 2.273 eV, 0.122 eV below L. Cl–Cl hopping moves the highest point of the Γ–K line slightly from S towards Γ, where it lies 0.116 eV below L. The convexity proof did not include Cl–Cl hopping, so the full model was diagonalized on a 16×16×16 mesh of the zone. The highest valence energy was at the L points and the lowest conduction energy at Γ.

The conduction edge is 7.5 − 12(0.15) = 5.70 eV, so

indirect gap = 5.700 − 2.396 = 3.30 eV (375 nm)
direct gap at Γ = 5.700 − 0.640 = 5.06 eV (245 nm).

The smallest direct gap on the mesh is 5.03 eV, slightly below the value at Γ, so the model's direct threshold lies elsewhere. With p-d hopping removed and all else fixed, both band edges are at Γ and the gap is direct, 5.06 eV.

**How far does this carry over to real AgCl?**

Real AgCl has an indirect gap of roughly 3.2 eV and direct absorption starting near 5 eV. The parameters were chosen in that regime, so the agreement is not a prediction. The mechanism can still be tested against omitted terms, using rough sizes for them and holding the other parameters fixed:

- Ag–Ag d hopping lowers the L–S margin from 0.12 to 0.10 eV.
- A crystal field of 0.2 eV and spin-orbit coupling each change the indirect gap by less than 0.04 eV.
- The Cl 3s level, at −12 eV, raises the indirect gap by 0.50 eV. It pushes the conduction state up at Γ and leaves the valence energies at Γ, S and L unchanged.

With all four included, the maximum on the mesh stays at L, 1.75 eV above Γ, and the gap is 3.77 eV. In these tests the gap moves by up to 0.5 eV, while the maximum stays at L, though only about 0.10 eV above S. This margin depends on the chosen Vπ: in the model without the four extra terms it falls from 0.12 eV to 0.03 eV for Vπ = 0.2 eV and to 0.01 eV for Vπ = 0.1 eV.

Thermal motion breaks the selection rule itself. For an optical phonon of roughly 13 meV at 300 K, treated as an independent oscillator of frequency ω with the Ag–Cl reduced mass μ, the root-mean-square relative displacement along one axis is √[(ħ/2μω) coth(ħω/2k_BT)] ≈ 0.016 nm. Freezing it in as a rigid shift of the Cl sublattice along a cube axis, with p-d hopping varying as the inverse fourth power of bond length and s-p hopping as the inverse square, gives a p-d coupling of 0.73 eV at Γ. The two-level formula then gives

E₊(Γ) = (0.64 − 1.00)/2 + √(0.82² + 0.73²) = 0.92 eV,

a rise of 0.28 eV, while L rises by 0.02 eV. The effect depends on direction: a shift of the same length along (1,1,1) lifts Γ only to 0.81 eV. The L–Γ difference shrinks to about 1.5 eV but keeps its sign. Gaussian random shifts along all three axes, each with this root-mean-square value, reduce it further, to about 1.3 eV on average, and in rare large shifts a given L point can fall below Γ. These rigid shifts indicate the size of the effect; they do not give a thermal average of the gap over all phonons. Excitons, orbital overlap and many-body corrections are also outside the model. Most of the values quoted here are in the numerical output.

Computed values

```
lattice constant (rough): 0.55 nm
Ag s, Ag d, Cl p levels: 7.50, -1.00, 0.00 eV
p-d hopping sigma, pi: -1.00, 0.40 eV
Cl-Cl p hopping sigma, pi: 0.20, -0.02 eV
Ag s-Cl p, Ag s-Ag s hopping: 1.00, -0.15 eV
Gaussian test, coupling Gamma/L: 2.3e-17
Gaussian test, coupling X/L: 9.7e-17
same Gamma/L, Ag moved 0.010 nm: 0.107
lambda of L doublet: 6.640 eV^2
lambda of L singlet: 2.560 eV^2
lambda at S: 6.000 eV^2
p level at Gamma: 0.640 eV
p doublet at L without d: 0.440 eV
root R at L: 2.6755 eV
antibonding, bonding doublets at L: 2.396, -2.956 eV
p-d push at L: 1.956 eV
Cl-Cl term, L minus Gamma: -0.200 eV
valence top, L minus Gamma: 1.756 eV
valence top at X: 0.080 eV
valence top at S: 2.273 eV
d weight of L top: 0.365
p-d bond energy of L top: +2.482 eV
threshold for lambda: 0.328 eV^2
critical scale of p-d hopping: 0.222
conduction edge at Gamma: 5.700 eV
conduction edge at L: 8.777 eV
indirect gap L-Gamma: 3.304 eV = 375 nm
direct gap at Gamma: 5.060 eV = 245 nm
smallest direct gap on grid: 5.034 eV
gap without p-d, direct at Gamma: 5.060 eV
d-d sigma, pi, delta: -0.08, 0.04, -0.01 eV
crystal field eg-t2g: 0.20 eV
Cl 3s level: -12.0 eV; hopping to Ag s, d: -0.50, -0.50 eV
spin-orbit constants Ag d, Cl p: 0.22, 0.07 eV
columns in eV: L-Gamma, L-S, gap, grid maximum-L
base: 1.756, 0.122, 3.304, 0.0000 eV
d-d hopping: 1.728, 0.095, 3.332, 0.0000 eV
crystal field: 1.793, 0.116, 3.267, 0.0000 eV
Cl 3s: 1.756, 0.122, 3.799, 0.0000 eV
spin-orbit: 1.742, 0.136, 3.283, 0.0000 eV
all four: 1.748, 0.098, 3.772, 0.0000 eV
temperature: 300 K, thermal energy: 0.0259 eV
optical phonon energy (rough): 0.013 eV
rms relative displacement, one axis: 0.0156 nm
p-d coupling at Gamma, displaced: 0.730 eV
change of Gamma top, displaced: +0.278 eV
change of L top, displaced: +0.024 eV
```
